# The Kramers–Heisenberg formula and its polarizability form

Calculate the scattering of 2 eV light by a hydrogen atom, its nucleus held fixed, with the coupling $\mathbf A\cdot\mathbf p$ alone, and the cross section comes out as $6.99\times10^{-9}$ Å$^2$. The correct nonrelativistic value in this model is $4.20\times10^{-12}$ Å$^2$, smaller by a factor of about 1700. The faulty result is close to the cross section of a free electron, as if the binding hardly mattered. What is missing is the term in $\mathbf A^2$, the seagull, which nearly cancels the rest. To see why the cancellation occurs, and what survives it, one needs the full second-order amplitude and an exact rearrangement of it.

Consider $N$ nonrelativistic electrons bound to a fixed nucleus, without spin couplings. The algebra uses atomic units with Gaussian fields: $\hbar=m=e=1$, the electron has charge $-1$, and $c=137.036$. The Hamiltonian without radiation is
$$H_0=\sum_j \frac{\mathbf p_j^2}{2}+U(\mathbf r_1,\dots,\mathbf r_N),$$
where $U$ depends on positions only and includes the repulsion between electrons. Radiation enters through $\mathbf p_j\to\mathbf p_j+\mathbf A/c$, the sign being that of a negative charge. If the wavelength is much larger than the atom, $\mathbf A$ may be evaluated at the nucleus for every electron. It then commutes with all $\mathbf p_j$, and expanding the square gives
$$H'=\frac1c\,\mathbf A\cdot\mathbf P+\frac{N}{2c^2}\,\mathbf A^2,\qquad \mathbf P=\sum_j\mathbf p_j .$$

In a box of volume $V$ the field is
$$\mathbf A=\sum_{\text{modes}} A_\omega\left(\boldsymbol\epsilon\, a+\boldsymbol\epsilon^* a^\dagger\right).$$
The amplitude $A_\omega$ follows from the energy of a mode with $n$ photons. The electric field is $\omega/c$ times the vector potential in magnitude, so its mean square is $(\omega/c)^2A_\omega^2(2n+1)$. The magnetic energy equals the electric energy, hence
$$\frac{2V}{8\pi}\frac{\omega^2}{c^2}A_\omega^2(2n+1)=\omega\left(n+\tfrac12\right)
\quad\Rightarrow\quad A_\omega^2=\frac{2\pi c^2}{V\omega}.$$

Initially the atom is in state $i$ with one photon $(\omega,\boldsymbol\epsilon)$; finally it is in $f$ with one photon $(\omega',\boldsymbol\epsilon')$ in another mode. Energy conservation fixes $\omega'=\omega+E_i-E_f$. The transition must remove one photon and create another, so the lowest order is quadratic in $\mathbf A$. Both parts of $H'$ contribute at that order.

The seagull contributes in first-order perturbation theory. The square $\mathbf A^2$ contains the product that absorbs the first photon and emits the second twice, once for each order of the factors, and this 2 cancels the $\tfrac12$ in $H'$:
$$T_{\rm s}=\frac{N}{2c^2}\,2A_\omega A_{\omega'}\,\boldsymbol\epsilon'^*\!\cdot\boldsymbol\epsilon\,\delta_{fi}
=\frac{2\pi}{V\sqrt{\omega\omega'}}\,N\,\boldsymbol\epsilon'^*\!\cdot\boldsymbol\epsilon\,\delta_{fi}.$$
The factor $\delta_{fi}$ appears because no electron operator is left in this term.

The coupling $\mathbf A\cdot\mathbf P/c$ must act twice, with an intermediate atomic state $n$. Each path is divided by the initial total energy minus the intermediate one. Write $u_n=E_n-E_i$. If absorption comes first, no photon is present in between, and the denominator is $E_i+\omega-E_n=\omega-u_n$. If emission comes first, both photons are present, and it is $E_i+\omega-(E_n+\omega+\omega')=-(u_n+\omega')$. The field factors are again $A_\omega A_{\omega'}/c^2$. Altogether $T=2\pi M/(V\sqrt{\omega\omega'})$ with
$$M=N\boldsymbol\epsilon'^*\!\cdot\boldsymbol\epsilon\,\delta_{fi}
+\sum_n\left[\frac{(\boldsymbol\epsilon'^*\!\cdot\mathbf P)_{fn}(\boldsymbol\epsilon\cdot\mathbf P)_{ni}}{\omega-u_n}
-\frac{(\boldsymbol\epsilon\cdot\mathbf P)_{fn}(\boldsymbol\epsilon'^*\!\cdot\mathbf P)_{ni}}{u_n+\omega'}\right].\tag{1}$$
The sum runs over a complete set, continuum included.

The transition rate is $2\pi|T|^2$ times the density of final photon states, which is $V\omega'^2/(2\pi c)^3$ per unit energy and solid angle for one polarization. Dividing by the incident flux $c/V$ gives
$$\frac{d\sigma}{d\Omega}=2\pi\,\frac{4\pi^2|M|^2}{V^2\omega\omega'}\,\frac{V\omega'^2}{8\pi^3c^3}\,\frac Vc
=\frac{\omega'}{\omega}\,\frac{|M|^2}{c^4}.\tag{2}$$
Equations (1) and (2) are the Kramers–Heisenberg formula in the dipole approximation. They hold away from resonances: where $\omega=u_n$, or $\omega'=-u_n$ for a state below $i$, a contributing denominator of a discrete level vanishes and level widths must be included. Above the ionization threshold $\omega=u_n$ falls in the continuum; there $\omega-u_n$ is replaced by $\omega-u_n+i0$, and the integral over the continuum energy stays finite.

To convert the formula, replace momenta by positions. Let $\mathbf R=\sum_j\mathbf r_j$. Since $U$ commutes with $\mathbf R$, only the kinetic energy contributes to the commutator $[H_0,\mathbf R]=-i\mathbf P$, so $\mathbf P=i[H_0,\mathbf R]$. With $v_n=E_n-E_f$, the matrix elements are
$$\mathbf P_{ni}=iu_n\mathbf R_{ni},\qquad \mathbf P_{fn}=i(E_f-E_n)\mathbf R_{fn}=-iv_n\mathbf R_{fn}.$$
Their product carries the factor $(-i)(i)u_nv_n=u_nv_n$. Define
$$a_n=(\boldsymbol\epsilon'^*\!\cdot\mathbf R)_{fn}(\boldsymbol\epsilon\cdot\mathbf R)_{ni},\qquad
b_n=(\boldsymbol\epsilon\cdot\mathbf R)_{fn}(\boldsymbol\epsilon'^*\!\cdot\mathbf R)_{ni}.$$
Then (1) becomes
$$M=N\boldsymbol\epsilon'^*\!\cdot\boldsymbol\epsilon\,\delta_{fi}-\sum_n u_nv_n\left[\frac{a_n}{u_n-\omega}+\frac{b_n}{u_n+\omega'}\right].\tag{3}$$

Energy conservation gives $v_n=u_n+\omega'-\omega$. For the first fraction set $D=u_n-\omega$, so that $u_n=D+\omega$ and $v_n=D+\omega'$:
$$\frac{u_nv_n}{D}=D+\omega+\omega'+\frac{\omega\omega'}{D}
=u_n+\omega'+\frac{\omega\omega'}{u_n-\omega}.$$
For the second set $S=u_n+\omega'$, so that $u_n=S-\omega'$ and $v_n=S-\omega$:
$$\frac{u_nv_n}{S}=S-\omega-\omega'+\frac{\omega\omega'}{S}
=v_n-\omega'+\frac{\omega\omega'}{u_n+\omega'},$$
where $S-\omega-\omega'=u_n-\omega=v_n-\omega'$ was used. Inserting both into (3) and collecting terms,
$$M=\Big[N\boldsymbol\epsilon'^*\!\cdot\boldsymbol\epsilon\,\delta_{fi}-\sum_n(u_na_n+v_nb_n)\Big]
-\omega'\sum_n(a_n-b_n)
-\omega\omega'\sum_n\left[\frac{a_n}{u_n-\omega}+\frac{b_n}{u_n+\omega'}\right].\tag{4}$$

The square bracket vanishes by the f-sum rule in a general form. Let $X=\boldsymbol\epsilon\cdot\mathbf R$ and $X'=\boldsymbol\epsilon'^*\!\cdot\mathbf R$. From $[H_0,X]=-i\,\boldsymbol\epsilon\cdot\mathbf P$ and $[R_j,P_k]=iN\delta_{jk}$,
$$[X',[H_0,X]]=-i\,(iN)\,\boldsymbol\epsilon'^*\!\cdot\boldsymbol\epsilon=N\boldsymbol\epsilon'^*\!\cdot\boldsymbol\epsilon.$$
Write the outer commutator as $X'[H_0,X]-[H_0,X]X'$, take its matrix element between $f$ and $i$, and insert the complete set:
$$\sum_n\left[X'_{fn}(E_n-E_i)X_{ni}-(E_f-E_n)X_{fn}X'_{ni}\right]
=\sum_n(u_na_n+v_nb_n)=N\boldsymbol\epsilon'^*\!\cdot\boldsymbol\epsilon\,\delta_{fi}.$$
For $f=i$ and equal real polarizations this is the usual rule $2\sum_nu_n|X_{ni}|^2=N$.

The second term of (4) needs a separate fact. By completeness $\sum_n(a_n-b_n)=[X',X]_{fi}$, which is zero because components of position commute. For elastic scattering with equal linear polarizations, $a_n=b_n$ state by state and nothing more than the f-sum rule is required. In general the terms differ and cancel only in the sum. What remains of (4) is
$$M=-\omega\omega'\,\boldsymbol\epsilon'^*\!\cdot\boldsymbol\alpha_{fi}\cdot\boldsymbol\epsilon,\qquad
\boldsymbol\epsilon'^*\!\cdot\boldsymbol\alpha_{fi}\cdot\boldsymbol\epsilon=\sum_n\left[\frac{a_n}{u_n-\omega}+\frac{b_n}{u_n+\omega'}\right],\tag{5}$$
and (2) turns into
$$\frac{d\sigma}{d\Omega}=\frac{\omega\omega'^3}{c^4}\left|\boldsymbol\epsilon'^*\!\cdot\boldsymbol\alpha_{fi}\cdot\boldsymbol\epsilon\right|^2
\;\xrightarrow{\;f=i\;}\;\left(\frac{\omega}{c}\right)^4\left|\boldsymbol\epsilon'^*\!\cdot\boldsymbol\alpha(\omega)\cdot\boldsymbol\epsilon\right|^2.\tag{6}$$
The prefactor $\omega^4$ thus belongs to elastic scattering; for Raman scattering it is $\omega\omega'^3$. For $f=i$, $\boldsymbol\alpha(\omega)$ is the dynamic polarizability, which gives the dipole induced by an oscillating electric field.

If $\boldsymbol\alpha$ is isotropic, only $|\boldsymbol\epsilon'^*\!\cdot\boldsymbol\epsilon|^2$ depends on direction. Its sum over the two final polarizations is $1-|\mathbf n'\cdot\boldsymbol\epsilon|^2$, where $\mathbf n'$ is the outgoing direction, and the integral over directions is $4\pi-4\pi/3=8\pi/3$. Therefore
$$\sigma=\frac{8\pi}{3}\,\frac{\omega^4}{c^4}\,|\alpha(\omega)|^2=\sigma_{\rm T}|M|^2,\qquad \sigma_{\rm T}=\frac{8\pi}{3c^4},\tag{7}$$
where $M$ is taken for $\boldsymbol\epsilon'=\boldsymbol\epsilon$. The Thomson cross section $\sigma_{\rm T}$ of one free electron is $6.652\times10^{-9}$ Å$^2$.

The cancellation at low frequency has a simple origin. A constant $\mathbf A$ can be removed by multiplying the wave function by $e^{-i\mathbf A\cdot\mathbf R/c}$, since $(\mathbf p_j+\mathbf A/c)$ acting on the product gives the same phase times $\mathbf p_j$ acting on the original function. A constant vector potential therefore cannot shift the energy of the atom, and at zero frequency the seagull and the two time-ordered terms must add to zero. The atom responds to the electric field, which is proportional to $\omega\mathbf A$; this supplies one factor of frequency for each photon. If no dipole-coupled state is degenerate with $i$, then $\alpha(0)$ is finite and $M\to-\omega^2\alpha(0)$. In the opposite limit, with $\omega$ far above the important excitation energies but the wavelength still large compared with the atom, the leading parts of the two time-ordered terms are $\pm1/\omega$ times products of momentum components. These commute, so the parts cancel, and elastic scattering has $M\to N\boldsymbol\epsilon'^*\!\cdot\boldsymbol\epsilon$. The electrons then scatter as free charges in phase. Such a range of frequencies exists only for light atoms. For hydrogen the real part of $M$ is 1.026 at $\omega=5$ hartree, where the wave number times the Bohr radius is 0.036. For neon and argon, at three times the 1s binding energy the wave number times the root-mean-square radius of the electron cloud is already about 0.7 and 3, and the dipole approximation no longer holds.

Hydrogen in its 1s state shows how these pieces combine. Below, $M_{\rm a}$ and $M_{\rm e}$ are the absorption-first and emission-first sums in (1) for equal linear polarizations; the seagull is 1.

| $\omega$ (eV) | $M_{\rm a}$ | $M_{\rm e}$ | $M$ | $\alpha$ (Å$^3$) | $\sigma$ (Å$^2$) |
|---|---|---|---|---|---|
| 2 | −0.5883 | −0.4368 | −0.0251 | 0.6889 | $4.196\times10^{-12}$ |
| 4 | −0.7226 | −0.3891 | −0.1117 | 0.7659 | $8.298\times10^{-11}$ |
| 6 | −0.9597 | −0.3515 | −0.3112 | 0.9485 | $6.443\times10^{-10}$ |
| 8 | −1.5409 | −0.3210 | −0.8619 | 1.4777 | $4.942\times10^{-9}$ |

At 2 eV the three terms give $1-0.588264-0.436849=-0.025113$. The polarizability form gives the same. In atomic units $\omega=2/27.2114=0.073499$ and $\alpha=0.688884/0.529177^3=4.6488$, so $-\omega^2\alpha=-0.02511$. From (7), $\sigma=6.652\times10^{-9}\times(0.025113)^2=4.20\times10^{-12}$ Å$^2$. Without the seagull, $M$ would be $-1.025$, which is the error described at the start. The dipole approximation is well satisfied: even at 8 eV the wave number times the Bohr radius is 0.0021.

The cross section does not follow a pure $\omega^4$ law. From 2 to 4 eV it grows by 19.8 instead of 16, because $\alpha$ also grows: $16\times(0.7659/0.6889)^2=19.8$. From 4 to 8 eV the factor is 59.6. For the 1s state (5) reduces to
$$\alpha(\omega)=\sum_n\frac{2u_n|z_{ni}|^2}{u_n^2-\omega^2},$$
in which every term is positive and increases as $\omega$ approaches the first resonance, 2p at 10.20 eV. The fourth-power law requires $\omega$ to be small compared with that energy.

The two forms, equal for a complete set, respond very differently to truncation. Keep only 2p, whose oscillator strength $f=2u|z_{ni}|^2$ is 0.4162 out of a total of 1. At 2 eV the momentum form then gives
$$M=1-\frac{f\,u^2}{u^2-\omega^2}=1-0.4162\,\frac{10.204^2}{10.204^2-2^2}=0.567,$$
a cross section about 500 times too large. The polarizability form with the same state gives $-\omega^2f/(u^2-\omega^2)=-0.0166$, which is two thirds of the correct amplitude. In the first form the missing states spoil a cancellation between terms of order one; in the second that cancellation has already been carried out.

Raman scattering from 1s to 2s at 11 eV illustrates the inelastic case. The outgoing photon has 0.796 eV, and there is no seagull. The two time-ordered terms add, $0.918+0.178=1.096$, and $\alpha_{fi}=-13.74$ Å$^3$. The overall sign of these numbers depends on the phases chosen for the 1s and 2s states; only their relative signs are fixed. Both states are spherical, so the angular factor is again $8\pi/3$, and
$$\sigma=\sigma_{\rm T}\frac{\omega'}{\omega}M^2=6.652\times10^{-9}\times\frac{0.7957}{11}\times1.0958^2=5.78\times10^{-10}\ \text{Å}^2.$$
In this model 2s and 2p are degenerate, so $v_n=0$ for 2p and that state drops out of (1). In (5) it does contribute, with a denominator $u_n-\omega=-\omega'$ that the prefactor $\omega\omega'$ compensates. The factor $\omega'^3$ in (6) is therefore not by itself the law for small $\omega'$ here, since $\alpha_{fi}$ contains a part growing as $1/\omega'$.

The need for commuting dipole components shows up for the 2p state with $m=1$, scattering circularly polarized light of 1 eV elastically into the same state and polarization. Take the polarization whose absorption raises $m$. Then $a_n$ involves states with $m=2$ and $b_n$ states with $m=0$, so no term of one sum matches a term of the other. Yet $\sum a_n=\sum b_n=3.360$ Å$^2$. Each sum multiplied by $\omega$ is 0.441, against a total $M=-0.784$; the f-sum rule alone would leave this difference undetermined.

The conversion of (1) as written fails if $U$ is nonlocal, because $\mathbf P=i[H_0,\mathbf R]$ then no longer holds. Equation (1) itself also rests on a $U$ that depends on positions only: a nonlocal $U$ does not commute with $e^{-i\mathbf A\cdot\mathbf R/c}$, so minimal coupling makes it depend on $\mathbf A$ and adds terms to $H'$ that (1) omits. For one electron with $H_0=p^2/2+x^2/2+x^4/10$, (1) and (5) both give $-0.0653$ at $\omega=0.3$. After a nonlocal term $-0.5\,|\phi\rangle\langle\phi|$ is added, with $\phi$ the normalized function $\propto e^{-0.75x^2}$, the same two expressions give $0.242$ and $-0.043$. The second is the one that minimal coupling gives. With the omitted terms included, $\mathbf P$ in (1) is replaced by $i[H_0,\mathbf R]$ and the seagull by $[X',[H_0,X]]_{fi}$, here 1.362 instead of 1. The steps from (3) to (5) then go through unchanged, so (5) remains valid. Interaction between electrons does no such harm, since it depends on positions: for two repelling electrons in the well both forms give $-0.1246$.

The numerical check also tests the amplitude (1) without perturbation theory. It diagonalizes a few-level atom coupled to two quantized modes and reads $|M|$ from an avoided crossing, in agreement with (1) to within 0.02% of $|M|$ for both an elastic and a Raman transition. For hydrogen at 4 eV, the energy flux radiated by a classical dipole $\alpha\mathbf E$, divided by the incident flux, reproduces the cross section $8.298\times10^{-11}$ Å$^2$, which confirms the prefactor in (7).

## Table of computed values

```
hartree = 27.211386 eV; bohr = 0.52917721 angstrom
speed of light = 137.035999 atomic units
Thomson cross section = 6.652459e-09 angstrom^2
Hydrogen 1s, elastic; parts of M are dimensionless
2.0 eV: seagull 1.000000, absorb first -0.588264
   emit first -0.436849, sum M -0.025113
4.0 eV: seagull 1.000000, absorb first -0.722605
   emit first -0.389079, sum M -0.111684
6.0 eV: seagull 1.000000, absorb first -0.959706
   emit first -0.351493, sum M -0.311198
8.0 eV: seagull 1.000000, absorb first -1.540862
   emit first -0.321040, sum M -0.861902
2.0 eV: alpha 0.688884 angstrom^3, sigma 4.19551e-12 angstrom^2
4.0 eV: alpha 0.765907 angstrom^3, sigma 8.29783e-11 angstrom^2
6.0 eV: alpha 0.948504 angstrom^3, sigma 6.44253e-10 angstrom^2
8.0 eV: alpha 1.477688 angstrom^3, sigma 4.94195e-09 angstrom^2
static alpha = 0.666831 angstrom^3 = 4.500000 bohr^3
4 eV: sigma = 2.96321e-10 bohr^2
4 eV: -w^2 alpha = -0.111684 (no unit)
4 eV: alpha from Floquet shift = 0.76591 angstrom^3
4 eV: sigma from classical flux = 8.29783e-11 angstrom^2
sigma(4 eV)/sigma(2 eV) = 19.7779 (no unit)
sigma(8 eV)/sigma(4 eV) = 59.5571 (no unit)
8 eV: k times bohr = 0.002145 (no unit)
2 eV without seagull: M = -1.025113 (no unit)
2 eV without seagull: sigma = 6.99078e-09 angstrom^2
1s f-sum = 1.00000000, 2p part = 0.416197 (no unit)
2 eV with only 2p kept: M = 0.567177 (no unit)
Raman 1s-2s: photon in 11.0 eV, out 0.795730 eV
resonances: 2p 10.2043 eV, 3p 12.0939 eV
Raman: absorb first 0.918208, emit first 0.177618 (no unit)
Raman: M = 1.095826 (no unit), f-sum = 4.7e-14
Raman: alpha_fi = -13.736866 angstrom^3
Raman: sigma = 5.77881e-10 angstrom^2
Hydrogen 2p m=1, circular light, 1.0 eV, elastic
sum a = 3.360342, sum b = 3.360342 angstrom^2
w times sum a = 0.440992 in M (no unit)
M = -0.783523, f-sum = 1.000000 (no unit)
two-mode elastic: |M| exact 0.87356, formula 0.87352 (no unit)
two-mode Raman: |M| exact 1.47721, formula 1.47749 (no unit)
well, N=1 local: M -0.065337, -w^2 alpha -0.065337 (no unit)
well, N=1 nonlocal: M 0.242221, -w^2 alpha -0.043369
well, N=2 interacting: M -0.124591, -w^2 alpha -0.124591
```
